\section*{Why polarizable dielectric layers nearly match the ferroelectric polarization in superlattices}

Anyone setting up a phenomenological calculation for a ferroelectric--dielectric superlattice must decide whether one polarization variable can describe the whole stack or each layer needs its own. With one variable, the dielectric is made to carry the polarization of its ferroelectric neighbour, although by itself it would have none. The choice depends on what a polarization jump between the layers costs, compared with what it costs to polarize the dielectric.

\section{The field created by a jump}

Let the layers be stacked along $z$, with volume fractions $x_f$ (ferroelectric) and $x_d=1-x_f$ (dielectric). The polarizations $P_f$ and $P_d$ point along $z$ and are uniform in each layer. They are total polarizations, electronic part included, so the field energy contains the vacuum permittivity $\varepsilon_0$. There is no free charge at the interfaces, there are no lateral domains, and gradient energy and special interface chemistry are neglected. The stack is short-circuited by ideal electrodes, so the average field vanishes. Real electrodes screen over a finite length and leave a depolarizing field that matters in stacks of a few periods. In the example below, an effective screening length of 0.02 nm per electrode would remove the uniform polar state of a single period, and would lower $P_f$ from $0.82\,P_0$ to about $0.79\,P_0$ for 25 periods. The results are meant for stacks of many periods.

Without free charge the displacement is continuous, and without voltage the layer fields average to zero:
\begin{align}
\varepsilon_0E_f+P_f&=\varepsilon_0E_d+P_d, &
x_fE_f+x_dE_d&=0 .
\end{align}
Write $\Delta P=P_f-P_d$. The first condition gives $E_d-E_f=\Delta P/\varepsilon_0$, the second $E_f=-x_dE_d/x_f$. Inserting the latter and using $x_f+x_d=1$,
\begin{equation}
E_d\left(1+\frac{x_d}{x_f}\right)=\frac{E_d}{x_f}=\frac{\Delta P}{\varepsilon_0},
\end{equation}
so that
\begin{equation}
E_d=\frac{x_f\,\Delta P}{\varepsilon_0},\qquad
E_f=-\frac{x_d\,\Delta P}{\varepsilon_0}. \label{fields}
\end{equation}
For $P_f>P_d>0$ the field points along the polarization in the dielectric and against it in the ferroelectric. It pulls the two values together from both sides.

The field energy per volume of superlattice is
\begin{align}
w&=\frac{\varepsilon_0}{2}\left(x_fE_f^2+x_dE_d^2\right)
=\frac{\Delta P^2}{2\varepsilon_0}\left(x_fx_d^2+x_dx_f^2\right)\nonumber\\
&=\frac{x_fx_d\,\Delta P^2}{2\varepsilon_0}. \label{penalty}
\end{align}
This is the penalty for a discontinuity. For given layer fractions it depends on the jump alone: a polarization common to all layers costs no field energy under short circuit.

\section{The penalty against the cost of polarizing}

For the layers' own energy densities take
\begin{equation}
U_d=\frac{P_d^2}{2\varepsilon_0\chi_d},\qquad
U_f=\frac{1}{\varepsilon_0\chi_f}\left(-\frac{P_f^2}{4}+\frac{P_f^4}{8P_0^2}\right). \label{layers}
\end{equation}
The ferroelectric has minima at $\pm P_0$, where $U_f''=(-\tfrac12+\tfrac32)/(\varepsilon_0\chi_f)=1/(\varepsilon_0\chi_f)$. Thus $\chi_f$ is its bulk susceptibility in the polar state. The well depth is $P_0^2/(8\varepsilon_0\chi_f)$.

First hold the ferroelectric at $P_0$ and compare two choices for the dielectric. If it stays unpolarized, the cost is pure field energy; if it matches, the cost is pure dielectric energy:
\begin{equation}
W_{0}=\frac{x_fx_dP_0^2}{2\varepsilon_0},\qquad
W_{\rm match}=\frac{x_dP_0^2}{2\varepsilon_0\chi_d},\qquad
\frac{W_0}{W_{\rm match}}=x_f\chi_d. \label{ratio}
\end{equation}
A large susceptibility makes matching cheap, while the penalty for not matching contains no material softness at all.

Take round model parameters: $P_0=0.30$ C/m$^2$, $\chi_f=50$, $\chi_d=300$ and two layers of 4.0 nm each, so $x_f=x_d=0.50$. With an unpolarized dielectric, Eq.~(\ref{fields}) gives
\begin{equation}
E_d=\frac{0.50\times0.30\ \mathrm{C/m^2}}{\varepsilon_0}=16.94\ \mathrm{GV/m},
\end{equation}
and the voltage across the layer would be $16.94\times4.0=67.8$ V. The costs are $W_0=1271$ MJ/m$^3$ and $W_{\rm match}=8.47$ MJ/m$^3$, in the ratio $0.50\times300=150$. The ferroelectric gains 12.7 MJ/m$^3$ of superlattice by polarizing to $P_0$, a hundred times less than $W_0$. It could not pay for the jump.

\section{How close the match is}

At zero voltage the external source does no work, so equilibrium minimizes
\begin{equation}
F=x_fU_f(P_f)+x_dU_d(P_d)+\frac{x_fx_d}{2\varepsilon_0}(P_f-P_d)^2 .
\end{equation}
Setting $\partial F/\partial P_d=0$ and dividing by $x_d$ gives
\begin{equation}
\frac{P_d}{\varepsilon_0\chi_d}=\frac{x_f(P_f-P_d)}{\varepsilon_0}=E_d, \label{dielectric}
\end{equation}
the ordinary linear response to the field in the layer. Hence $P_d=x_f\chi_d\,\Delta P$. Adding $\Delta P$ to both sides yields $P_f=(1+x_f\chi_d)\Delta P$, or
\begin{equation}
m\equiv\frac{P_f-P_d}{P_f}=\frac{1}{1+x_f\chi_d}. \label{mismatch}
\end{equation}
The energy ratio in Eq.~(\ref{ratio}) therefore also sets the mismatch. At a given nonzero $P_f$, the condition for near equality is $x_f\chi_d\gg1$; a large $\chi_d$ is not enough if the ferroelectric fraction is too small. Whether the stack is polar at all is a separate question, taken up below.

To see what relaxation saves, insert $\Delta P=mP_f$ and $P_d=x_f\chi_dmP_f$ into the last two terms of $F$:
\begin{align}
x_dU_d+w&=\frac{x_dm^2P_f^2}{2\varepsilon_0}\left(x_f^2\chi_d+x_f\right)\nonumber\\
&=\frac{x_fx_dm^2P_f^2}{2\varepsilon_0}(1+x_f\chi_d)
=\frac{x_fx_dm\,P_f^2}{2\varepsilon_0}. \label{relaxed}
\end{align}
At fixed $P_f$, the cost is smaller than that of an unpolarized dielectric by the factor $1+x_f\chi_d$, here 151. The penalty acts like a stiff spring in series with the soft dielectric: nearly all the deformation goes into the soft one.

\section{The value that is shared}

The penalty enforces equality, but it does not say what the common value is. That follows from minimizing over $P_f$. With Eq.~(\ref{relaxed}), the condition divided by $x_f$ is
\begin{equation}
\frac{1}{2\varepsilon_0\chi_f}\left(-P_f+\frac{P_f^3}{P_0^2}\right)+\frac{x_dm}{\varepsilon_0}P_f=0 .
\end{equation}
Besides $P_f=0$ it has the solutions
\begin{equation}
P_f^2=P_0^2\left[1-\frac{2\chi_fx_d}{1+x_f\chi_d}\right], \label{pf}
\end{equation}
if the bracket is positive. The energy then has negative curvature at $P_f=0$, and the two polar solutions are the minima. If the bracket is negative, the stack is unpolarized.

In the example the bracket is $1-50/151=0.669$, so $P_f=0.818\,P_0=0.2454$ C/m$^2$ and $P_d=0.2437$ C/m$^2$. The dielectric nearly matches the neighbour's actual polarization, which is itself 18\% below the bulk value. The remaining jump is 0.0016 C/m$^2$, or 0.66\% of $P_f$. The field in the dielectric has fallen to 0.092 GV/m and its voltage to 0.37 V. Since the penalty is quadratic in the jump, the remaining field energy is only 0.037 MJ/m$^3$.

A polar solution requires $1+x_f\chi_d>2\chi_fx_d$. If $2\chi_fx_d>1$, this sets a threshold,
\begin{equation}
\chi_d>\frac{2\chi_fx_d-1}{x_f}, \label{threshold}
\end{equation}
which is 98 here. The same inequality, inserted in Eq.~(\ref{mismatch}), gives for every uniform polar state of this model
\begin{equation}
m<\frac{1}{2\chi_fx_d}. \label{bound}
\end{equation}
For the equal layers considered here the bound is 2\%, whatever $\chi_d$ may be. With all else fixed, $\chi_d=90$ leaves the stack unpolarized, $\chi_d=110$ gives $P_f=0.33\,P_0$ with a mismatch of 1.8\%, and $\chi_d=1000$ gives $P_f=0.95\,P_0$ with 0.2\%. In such a stack, as long as the layers stay uniform, lowering the polarizability of the dielectric mainly destroys the common polarization; it does not produce a strongly polarized ferroelectric beside an unpolarized dielectric.

\section{When one variable is enough}

Suppose one sets $P_f=P_d=P$ from the start. The field energy vanishes, and minimizing $x_fU_f+x_dU_d$ gives
\begin{equation}
\frac{x_f}{2\chi_f}\left(-1+\frac{P^2}{P_0^2}\right)+\frac{x_d}{\chi_d}=0
\;\Rightarrow\;
P^2=P_0^2\left[1-\frac{2\chi_fx_d}{x_f\chi_d}\right].
\end{equation}
Compared with Eq.~(\ref{pf}), $1+x_f\chi_d$ has become $x_f\chi_d$: in the example, 150 instead of 151. One variable is adequate there. Close to the threshold more care is needed, because the bracket is then a small difference and even this change matters.

A thin, weakly polarizable layer is different. Let $x_d=0.025$ and $\chi_d=3$, with the same ferroelectric. Now $x_f\chi_d=2.925$, so the common-polarization formula replaces 3.925 by 2.925, which is no small error. The bracket in Eq.~(\ref{pf}) is $1-2.5/3.925=0.363$, so the stack is polar, with $P_f=0.60\,P_0$ and $P_d=0.45\,P_0$. The mismatch is 25\%. So little of the stack is dielectric that the ferroelectric can afford a sizeable relative jump, and each layer needs its own variable. The example illustrates the algebra, not a realistic insulating stack: by Eq.~(\ref{fields}) the field in the thin layer is about 5.1 GV/m, well above the breakdown field of ordinary dielectrics. In a real layer, leakage or a nonlinear response would have to be considered before these values could be used.

Separate variables within a layer are unnecessary in this one-dimensional model. The displacement $D$ is the same everywhere, and each point of the ferroelectric obeys $\varepsilon_0U_f'(P)+P=D$. The derivative of the left side is
\begin{equation}
1+\frac{1}{2\chi_f}\left(-1+\frac{3P^2}{P_0^2}\right)\ge1-\frac{1}{2\chi_f},
\end{equation}
which is positive for $\chi_f>1/2$. There is then one solution $P$ for a given $D$, and so one value throughout the ferroelectric. The linear dielectric also has one.

\section{Removing the cause}

The role of the penalty can be isolated by multiplying $w$ by a number $s$ while keeping the layer energies fixed. Equation~(\ref{dielectric}) becomes $P_d=s\,x_f\chi_d\,\Delta P$, and the mismatch becomes $1/(1+s\,x_f\chi_d)$. For the main example, $s=0.02$ gives $1/(1+3)=25\%$. At $s=0$ the ferroelectric returns to $P_0$ and the dielectric to zero. Without the field energy nothing in this model ties the layers together.

Nature offers no such dial, but it has ways around the penalty. Free charge of density $\sigma$ on the interface where the ferroelectric ends and the dielectric begins, with $-\sigma$ on the next interface, changes the displacement condition to $E_d-E_f=(\Delta P+\sigma)/\varepsilon_0$. For $\sigma=-P_f$ the fields vanish with $P_d=0$. Lateral domains of alternating sign are another route. Suppose first that their period is much shorter than the layer thickness. The bound charge then averages to zero over a short distance along the interface, and its field is confined to a thin region beside it. The relief does not need so short a period. For equal, isotropic layers, square-wave domains keep about a quarter of the electrostatic cost when the period equals the layer thickness and about half when it is twice that. Domains much wider than the layer thickness keep most of the penalty, about 90\% at a period of ten thicknesses, and less if the ferroelectric is very polarizable in the plane. Their energy lies outside this model, so the threshold in Eq.~(\ref{threshold}) concerns uniform states alone. This restriction is serious for 4 nm layers. Adding a lateral gradient energy with a coefficient of $1$--$5\times10^{-10}$ J\,m$^3$/C$^2$ and an in-plane ferroelectric susceptibility of 50--500 makes the unpolarized state at $\chi_d=90$ unstable to a modulation of 5--10 nm wavelength, and even at $\chi_d=300$ that modulation is a softer mode of the unpolarized state than the uniform polarization.

The electrical boundary condition matters too. If the stack is isolated with $D=0$, then $E_d=-P_d/\varepsilon_0$, and linear response allows only $P_d=0$. In the ferroelectric, $E_f=-P_f/\varepsilon_0$ would require $P_f^2=P_0^2(1-2\chi_f)$ for a polar state, which is impossible for $\chi_f>1/2$.

\section{Beside real oxide superlattices}

The chosen $P_0$ and $\chi_d$ are of the size met in perovskite oxides: at room temperature barium titanate has a polarization of roughly 0.3 C/m$^2$, and strontium titanate a low-field susceptibility of roughly 300. The example is not a model of that pair, since epitaxial strain is absent and $\chi_f$ is simply a round number. The choice matters: the model well, 25 MJ/m$^3$, is about ten times deeper than that of a standard Landau potential for unstrained barium titanate at room temperature, and with such a potential equal layers with $\chi_d=300$ have no uniform polar state. The linear dielectric is a doubtful assumption, because highly polarizable oxides stiffen in strong fields, and the 0.092 GV/m found above is a strong field. Leakage at such a field would also have to be checked for a real layer. For any dielectric law, defining $\chi_s=P_d/(\varepsilon_0E_d)$ at the operating point leaves the algebra of Eq.~(\ref{mismatch}) intact, with $\chi_s$ in place of $\chi_d$. As an illustration, let $P_d(1+P_d^2/P_0^2)=\varepsilon_0\chi_dE_d$. Then $\chi_s$ drops from 300 to about 200, $P_f$ from $0.82\,P_0$ to $0.71\,P_0$, and the mismatch rises from 0.66\% to 0.99\%. Saturation of this strength lowers the shared polarization noticeably and raises the relative mismatch by about half, yet the two polarizations still agree to within 1\%. Landau coefficients published for strontium titanate imply a cubic term 1.6 to 2 times stronger, which gives $P_f\approx0.65\,P_0$ and a mismatch of 1.1--1.2\%. Real stacks may also form domains or contain mobile charge, and the resulting equilibrium states are not computed here. The numerical output below lists the main values for the worked examples.

\section*{Computed values}
\begin{verbatim}
MODEL PARAMETERS
bulk polarization P0 = 0.30 C/m^2
chi_f = 50, chi_d = 300 (dimensionless)
each layer = 4.0 nm, x_f = 0.50, x_d = 0.50
FERROELECTRIC HELD AT P0
field in unpolarized dielectric = 16.94 GV/m
voltage across that layer = 67.8 V
cost, dielectric unpolarized = 1270.6 MJ/m^3
cost, dielectric matched = 8.471 MJ/m^3
cost, dielectric optimal = 8.414 MJ/m^3
ferroelectric energy gain = 12.71 MJ/m^3
cost ratio unpolarized/matched = 150.0
cost ratio unpolarized/optimal = 151.0
ratio unpolarized cost/gain = 100.0
FULLY RELAXED SUPERLATTICE
P_f = 0.24535 C/m^2, P_f/P0 = 0.8178
P_d = 0.24373 C/m^2, P_d/P0 = 0.8124
jump P_f - P_d = 0.001625 C/m^2
relative mismatch = 0.662 %
field in dielectric = 0.0918 GV/m
voltage across dielectric = 0.367 V
remaining field energy = 0.0373 MJ/m^3
SCAN OF DIELECTRIC SUSCEPTIBILITY
threshold chi_d = 98.00
mismatch bound for polar states = 2.00 %
chi_d = 5: P_f/P0 = 0.0000, P_d/P0 = 0.0000, unpolarized
chi_d = 90: P_f/P0 = 0.0000, P_d/P0 = 0.0000, unpolarized
chi_d = 110: P_f/P0 = 0.3273, P_d/P0 = 0.3215, mismatch = 1.786 %
chi_d = 300: P_f/P0 = 0.8178, P_d/P0 = 0.8124, mismatch = 0.662 %
chi_d = 1000: P_f/P0 = 0.9488, P_d/P0 = 0.9469, mismatch = 0.200 %
SATURATING DIELECTRIC
quartic coefficient (reduced) = 1.0
P_f/P0 = 0.7115, P_d/P0 = 0.7044
secant chi = 200.5, mismatch = 0.988 %
THIN, POORLY POLARIZABLE LAYER
x_d = 0.025, chi_d = 3.0
P_f/P0 = 0.6025, P_d/P0 = 0.4490, mismatch = 25.5 %
FIELD ENERGY SCALED BY s
s = 1.00: P_f/P0 = 0.8178, P_d/P0 = 0.8124, mismatch = 0.66 %
s = 0.02: P_f/P0 = 0.8660, P_d/P0 = 0.6495, mismatch = 25.00 %
s = 0.00: P_f/P0 = 1.0000, P_d/P0 = 0.0000, mismatch = 100.00 %
\end{verbatim}
